# Does equilibrium solubility limit dopant activation in solid-phase epitaxial regrowth?

**The argument under review**

The argument concerns a crystal whose surface layer has been made amorphous by implantation and is then regrown epitaxially in the solid state. It runs as follows. At the regrowth temperature the crystal has an equilibrium dopant solubility $c_{\rm sol}$. Regrowth is a thermally activated process in a solid, so the new crystal can hold no more than $c_{\rm sol}$ in solution. Wherever the implanted concentration is higher, the surplus must be rejected or precipitated. The active profile is therefore the dopant profile clipped at $c_{\rm sol}$.

The first premise is sound. The second step needs examination: does an equilibrium between the crystal and a dopant-rich phase constrain what crosses an interface between the crystal and an amorphous phase?

**What the solubility says**

Let $x=c/N$ be the dopant fraction, with the same site density $N$ in both phases. I assume ideal mixing and take the competing phase to be pure dopant, whose chemical potential is the zero for dopant energies. The host crystal is the zero for host energies. With $h_c$ the standard potential of a dopant in the crystal, the free energy per atom is

$$g(x)=x h_c+k_BT\,[x\ln x+(1-x)\ln(1-x)].$$

Start with one atom's worth of crystal at composition $x_0$ and move an amount $y$ of dopant into the pure phase. The crystal has $1-y$ atoms left, at composition $x=(x_0-y)/(1-y)$, and $G(y)=(1-y)\,g(x)$. Since $dx/dy=-(1-x)/(1-y)$,

$$\frac{dG}{dy}=-g-(1-x)g'=-(h_c+k_BT\ln x).$$

The bracket is the dopant's chemical potential in the crystal. It vanishes at

$$x_{\rm sol}=e^{-h_c/k_BT}.$$

Above $x_{\rm sol}$, precipitation lowers $G$. To find by how much, note that at the minimum the dopant potential is zero, so $g(x_{\rm sol})=(1-x_{\rm sol})k_BT\ln(1-x_{\rm sol})$. Host atoms are conserved, so $(1-y)(1-x_{\rm sol})=1-x_0$. Hence $G_{\min}=(1-x_0)k_BT\ln(1-x_{\rm sol})$. Subtracting this from $G(0)=g(x_0)$, with $h_c=-k_BT\ln x_{\rm sol}$, gives the stored free energy

$$\Delta G_{\rm st}=k_BT\left[x_0\ln\frac{x_0}{x_{\rm sol}}+(1-x_0)\ln\frac{1-x_0}{1-x_{\rm sol}}\right].$$

This is a finite cost, not a prohibition. Moreover $g''=k_BT/[x(1-x)]>0$, so in this model the supersaturated solution is stable against small composition fluctuations. It can lower its free energy by forming the second phase, which requires dopants to move and collect. That is the sense of "metastable" here.

**Two different equilibria at the interface**

During regrowth the crystal touches the amorphous phase. Let the amorphous host lie $\Delta g>0$ per atom above the crystal, and let $h_a$ be the dopant's standard potential in the amorphous phase. Two ratios $x_c/x_a$ must be distinguished.

If dopant and host atoms exchange sites across the interface, equilibrium requires equal differences between the dopant and host potentials. For dilute solutions,

$$h_c+k_BT\ln x_c=h_a-\Delta g+k_BT\ln x_a,$$

so

$$k_e\equiv\frac{x_c}{x_a}=e^{-(h_c-h_a+\Delta g)/k_BT}.$$

If instead the dopant's own potential is equal on both sides, the term $\Delta g$ is absent:

$$K_B\equiv e^{-(h_c-h_a)/k_BT}=k_e\,e^{\Delta g/k_BT}.$$

The ratios differ because the host is not in equilibrium: it is crystallizing. The second one fixes the amorphous phase's own solubility. Setting $h_a+k_BT\ln x_a=0$ gives $c_{a,{\rm sol}}=c_{\rm sol}/K_B$.

Neither ratio contains the growth speed, so neither yet says what a moving interface does.

**Incorporation at finite speed**

Suppose a layer of thickness $\lambda$ crystallizes with the composition of the adjacent amorphous material, $c(0)=c_a$. Until the next layer covers it, its dopants can exchange back. Let $D_i$ be the diffusivity across the interface, so that a dopant leaves at rate $D_i/\lambda^2$. The return rate must give $c=k_ec_a$ at exchange equilibrium. With $c_a$ constant during this short time,

$$\frac{dc}{dt}=-\frac{D_i}{\lambda^2}(c-k_ec_a),$$

$$c(t)=c_a\left[k_e+(1-k_e)e^{-D_it/\lambda^2}\right].$$

Burial freezes the composition. At speed $v$ the mean time to burial is $\lambda/v$. If burial is a random event with constant rate $v/\lambda$, the exponential must be averaged:

$$\int_0^\infty \frac{v}{\lambda}e^{-vt/\lambda}e^{-D_it/\lambda^2}dt=\frac{v/\lambda}{v/\lambda+D_i/\lambda^2}=\frac{v}{v+v_D},$$

where $v_D=D_i/\lambda$. The crystal concentration is then $c_c=k(v)c_a$, with

$$k(v)=k_e+(1-k_e)\frac{v}{v+v_D}=\frac{k_e+v/v_D}{1+v/v_D}.$$

If every layer is instead buried after exactly $\lambda/v$, the result is $k=k_e+(1-k_e)e^{-v_D/v}$. Both forms tend to $k_e$ for $v\ll v_D$ and to 1 for $v\gg v_D$. In between they differ, so the intermediate regime depends on how layers grow.

The solubility $c_{\rm sol}$ sets no ceiling here. A different dopant-rich phase would change $c_{\rm sol}$, but it would shift $h_c$ and $h_a$ equally and leave $k_e$, and so $k(v)$, unchanged. The crystal is supersaturated whenever $k(v)c_a>c_{\rm sol}$. The argument under review has replaced this kinetic relation by an equilibrium with a phase that need not be present.

**Who pays for the excess?**

The author might reply that a dopant cannot enter a crystal in which its chemical potential is higher. Across the interface that potential changes by

$$\Delta\mu_B=h_c-h_a+k_BT\ln\frac{x_c}{x_a}=k_BT\ln\frac{k}{K_B}.$$

For $k>K_B$ the dopant does go uphill. The second law, however, constrains the whole process, and each incorporated dopant is accompanied by many host atoms going downhill. The free-energy change per crystallized atom is

$$\Delta G=(1-x_c)\Delta\mu_A+x_c\Delta\mu_B,$$

$$\Delta\mu_A=-\Delta g+k_BT\ln\frac{1-x_c}{1-x_a}.$$

In a dilute alloy the first term can easily outweigh the second.

This supplies a sharp criterion for one important case. Let the amorphous layer be held at its own solubility, so that it carries no supersaturation to pass on. Then $c_c=k\,c_{\rm sol}/K_B$, which exceeds $c_{\rm sol}$ exactly when $k>K_B$. With random burial and $k_e<K_B<1$,

$$k_e+\frac{v}{v_D}>K_B+K_B\frac{v}{v_D},$$

and therefore

$$v>v_D\,\frac{K_B-k_e}{1-K_B}.$$

If $K_B\ge1$ and $k_e<1$, no speed suffices, because $k$ stays below 1. Rapid growth is thus not a universal guarantee of supersaturation.

**Rejection is not the same as exclusion**

The argument also assumes that a dopant rejected at the interface is lost to the crystal. Let $z$ be the distance from the interface into the amorphous layer, where the diffusivity is $D_a$. In the frame of the interface, amorphous material arrives at speed $v$:

$$\frac{\partial c}{\partial t}=D_a\frac{\partial^2c}{\partial z^2}+v\frac{\partial c}{\partial z}.$$

The dopant entering the crystal is what arrives by growth and by diffusion, $vc_c=vc_a+D_a\,\partial c/\partial z|_0$. With $c_c=kc_a$,

$$D_a\left.\frac{\partial c}{\partial z}\right|_0=-v(1-k)c_a.$$

For $k<1$ the concentration falls away from the interface: rejected dopant piles up ahead of it.

Consider steady growth into a thick layer of uniform concentration $c_0$. One integration gives $D_ac'+vc=\text{const}$. Far away the constant is $vc_0$; at the interface it is $vc_c$. Hence $c_c=c_0$ for any $k>0$ that leaves the interface concentration $c_0/k$ dilute, and

$$c(z)=c_0\left[1+\left(\frac1k-1\right)e^{-vz/D_a}\right].$$

A small $k$ raises the pile-up until the crystal receives the full supply. For $k=0.3$, a time-dependent solution of the diffusion problem gives $c_c$ within 0.1 per cent of $c_0$ after a long stretch of growth. A supersaturated crystal therefore does not by itself prove that $k$ is near 1.

Steady state needs room, since the pile-up holds $c_0(1/k-1)D_a/v$ dopants per area. The opposite limit is a finite layer of thickness $\ell$, initially $L$, which diffusion keeps well mixed. Dopant balance reads $d(\ell c_a)/dt=-vkc_a$, with $d\ell/dt=-v$. Expanding the derivative and dividing by $-v$,

$$\ell\frac{dc_a}{d\ell}+c_a=kc_a,$$

$$c_c=kc_a=kc_0\left(\frac{\ell}{L}\right)^{k-1}.$$

For $k<1$ this rises as the layer shrinks. It cannot be followed to $\ell=0$, where it diverges: the description fails once the amorphous phase ceases to be dilute or only a few atomic layers remain.

**A case with numbers**

Round model parameters suffice, in nanometres, seconds and electronvolts, since atomic units are unnatural for this process. At 900 K, $k_BT=0.07756$ eV. Take $N=50$ nm$^{-3}$, $c_{\rm sol}=0.1$ nm$^{-3}$, $\Delta g=0.1$ eV and $k_e=0.1$. Then $K_B=0.1\,e^{0.1/0.07756}=0.363$, and the amorphous solubility is $0.1/0.363=0.275$ nm$^{-3}$.

With $\lambda=0.25$ nm and $D_i=0.025$ nm²/s, the exchange time is $\lambda^2/D_i=2.5$ s and $v_D=0.1$ nm/s. At $v=1$ nm/s a layer is buried after 0.25 s on average, before most dopants can leave:

$$k=\frac{0.1+10}{1+10}=0.918.$$

Fixed burial times give 0.914, so here the growth mechanism hardly matters. At a hypothetical 0.01 nm/s, with all else unchanged, the burial time is 25 s. Random burial gives $k=0.182$ and fixed burial 0.100. The difference comes from layers that happen to be buried early.

First hold the amorphous phase at its solubility. The crystal receives $0.918\times0.2754=0.253$ nm$^{-3}$ at the fast speed, 2.5 times $c_{\rm sol}$, but 0.050 nm$^{-3}$ at the slow speed, half of $c_{\rm sol}$. The threshold for random burial is $0.1\times(0.363-0.1)/(1-0.363)=0.041$ nm/s. In this comparison speed alone decides whether the solubility is exceeded.

Now take an implanted profile: an 80 nm amorphous layer with a Gaussian peak of 1 nm$^{-3}$, 50 nm from the starting interface, and standard deviation 10 nm. The dose is 25.03 nm$^{-2}$, and $D_a=2$ nm²/s. The peak exceeds even the amorphous solubility, so I must assume that no clusters or precipitates form in the amorphous layer during growth. Random burial is used, and growth is followed until 10 nm remain.

At 1 nm/s the crystal maximum is 0.60 nm$^{-3}$ ($6.0\times10^{20}$ cm$^{-3}$), six times the solubility. A large $k$ alone does not give this: an amorphous layer at its own solubility would supply only 0.253 nm$^{-3}$, as found above. The higher value comes from the supersaturation of the amorphous layer. Nor is a large $k$ required for most of it: at the same speed but with $k=0.1$, pile-up ahead of the interface still gives a maximum of about 0.4 nm$^{-3}$, although the interface concentration is then hardly dilute. This case therefore shows the absence of a ceiling, not the effect of speed on $k$. The maximum is nevertheless well below the implanted peak of 1 nm$^{-3}$, which the crystal would nearly reproduce for small $D_a$, since rejected dopant is taken up in the following layers. The main reason is diffusion in the amorphous layer before the interface arrives. Free spreading for 46.5 s, the time at which the maximum is incorporated, changes the variance from 100 to $100+2\times2\times46.5=286$ nm². At 46.5 nm the spread Gaussian has the value

$$\frac{10}{\sqrt{286}}\,e^{-(3.5)^2/(2\times286)}=0.58\ {\rm nm}^{-3}.$$

This estimate omits the interface and the surface, yet lies close to the computed 0.60 nm$^{-3}$.

The crystal then contains 21.70 nm$^{-2}$ of dopant. Clipping its profile at $c_{\rm sol}$ would leave 5.27 nm$^{-2}$; the other 16.43 nm$^{-2}$ is the excess that the argument declares impossible. The remaining 3.33 nm$^{-2}$ of the implanted dose is in the unregrown 10 nm.

The slow case contains a warning. Its crystal holds 8.07 nm$^{-2}$, of which 2.04 nm$^{-2}$ still lies above solubility. The maximum, 0.31 nm$^{-3}$, is at the last point regrown. The well-mixed formula explains it: with $c_0=25.03/80=0.313$ nm$^{-3}$,

$$c_c=0.182\times0.313\times(10/80)^{-0.818}\approx0.31\ {\rm nm}^{-3}.$$

With fixed burial, $k=0.100$, the same formula gives only 0.20 nm$^{-3}$, so the size of this excess depends on how layers grow. Since $k<K_B$ in both cases, there would be no excess without a swept-up, supersaturated amorphous layer. It depends on that layer remaining free of precipitates for 7000 s, a much heavier demand than the 70 s of the fast case. Even 70 s is not a light demand: at $D_a=2$ nm²/s a dopant diffuses about 17 nm in that time, many times the distance between dopants.

The energy account at the fast crystal maximum is as follows. Each dopant gains $0.07756\ln(0.918/0.363)=0.072$ eV, while each host atom loses 0.0999 eV. With $x_c=0.5985/50=0.0120$,

$$\Delta G=0.988\times(-0.0999)+0.0120\times0.072=-0.098\ {\rm eV}$$

per atom. The uphill step of the dopants consumes about one per cent of what the host releases. Even at the initial peak composition, $x=0.02$, the free energy stored relative to the precipitated state is, for ideal mixing, 2.2 meV per atom, small beside $\Delta g=100$ meV.

**How long the excess survives**

The equilibrium argument regains its force once dopants can diffuse in the crystal. Suppose precipitates of radius $r_p$ are present, each at the centre of a spherical cell of radius $R$. Let $c=c_{\rm sol}$ at the precipitate surface, neglecting its curvature correction, and let no flux cross the cell boundary. Write the slowest mode as $c-c_{\rm sol}=u(r)e^{-D_cq^2t}/r$, where $D_c$ is the crystal diffusivity. Diffusion gives $u''=-q^2u$, and $u(r_p)=0$ selects $u\propto\sin q(r-r_p)$. Zero flux at $R$ means $Ru'(R)=u(R)$, or

$$\tan[q(R-r_p)]=qR.$$

For $r_p\ll R$ the argument is small. Using $\tan y\simeq y+y^3/3$, the terms $qR$ cancel and $q^3R^3/3\simeq qr_p$ remains, so the decay rate is $D_cq^2\simeq3D_cr_p/R^3$. In this limit the mode is nearly uniform outside the neighbourhood of the precipitate, so an initially uniform excess lies almost wholly in it and its mean decays at this rate.

Take $r_p=1$ nm and $10^{-4}$ precipitates per nm³, so $R=13.4$ nm. The full condition gives a rate 1.15 times the small-precipitate estimate. With $D_c=10^{-4}$ nm²/s at 900 K, the decay time is $6.9\times10^6$ s, about 80 days. Regrowth took 70 s, and a further 70 s at 900 K leaves the peak practically unchanged.

At 1200 K, an activation energy of 3.5 eV raises $D_c$ to 7.9 nm²/s and shortens the decay time to 87 s. A solution enthalpy of 0.3 eV raises the solubility to 0.263 nm$^{-3}$. This treats $h_c$, which is 0.48 eV at 900 K, as a free energy with an enthalpy part of 0.3 eV and an entropy part; a temperature-independent $h_c$ would give 0.47 nm$^{-3}$. With the curvature correction neglected, material that starts at 0.60 nm$^{-3}$ falls to 0.263 nm$^{-3}$ within 600 s. The excess over the solubility at the anneal temperature has gone.

These times are estimates. They scale as $1/D_c$, and the $D_c$ used here is a model value, not that of a particular dopant. For a real material the measured diffusivity must be used, and the times can differ by orders of magnitude. Implantation damage left beyond the regrown layer can enhance diffusion, and small clusters that need only short-range motion can deactivate dopant much sooner; neither is in this model. Curvature raises the solubility at a precipitate by the factor $e^{2\gamma\Omega/(r_pk_BT)}$, where $\gamma$ is the interface energy per area and $\Omega$ the volume per dopant atom in the precipitate. For $r_p=1$ nm, $\gamma=3$ eV/nm² and $\Omega=0.02$ nm³ this is about 4.7 at 900 K and 3.2 at 1200 K. At 1200 K the concentration at such a precipitate would be 0.84 nm$^{-3}$, above the 0.60 nm$^{-3}$ in the crystal, so it would dissolve instead of growing. Growth requires a radius above $2\gamma\Omega/[k_BT\ln(0.60/0.263)]\approx1.4$ nm or, at 1 nm, $\gamma$ below about 2.1 eV/nm². The radius cannot stay fixed either: each precipitate must absorb about $0.335/10^{-4}\approx3400$ atoms, or 67 nm³, which takes it from 1 to about 2.6 nm and, for negligible $\gamma$, roughly halves the decay time. The 87 s and the 80 days are therefore orders of magnitude only. The value $c_{\rm sol}$ is approached only when the curvature correction at the precipitates is small. Real precipitates must first nucleate, which delays the loss; they then grow, which speeds it up. The calculation also treats a uniform region. In 87 s at 1200 K the diffusion length $\sqrt{2D_ct}$ is about 37 nm, so an implanted profile would broaden at the same time. Over 600 s this spreading alone can take the peak of a thin layer below the solubility, even without precipitates.

**From incorporated to active**

One further step must be stated as an assumption. The analysis gives the dopant concentration built into the crystal. It equals the active concentration if each dopant sits on an isolated substitutional site and supplies one carrier. Dopants that cluster at the interface, or are buried in inactive configurations, count towards the chemical profile but not the active one. A measured chemical concentration above $c_{\rm sol}$ is therefore no proof of activation; a carrier measurement is needed.

The model also holds $v$ constant. If the dopant changes the growth speed, $k(v)$ varies through the profile. Ideal mixing also leaves out the carriers. If each dopant is ionized and supplies one carrier, the Fermi level moves with concentration and adds to the dopant's chemical potential. In a heavily doped semiconductor this can matter well below one per cent of dopant. The stored free energy is then larger than the ideal value, and $k_e$ may depend on concentration.

**Recommendation**

The clipping rule should be withdrawn as a description of the as-regrown layer. In its place the author should use $c_c=k(v)c_a$ with dopant balance in the amorphous layer, and state what is assumed about clustering. The solubility should be kept for the question it answers: towards what concentration a supersaturated region relaxes during a later anneal, at the temperature of that anneal, where sufficiently large precipitates of the dopant-rich phase are present. Where dopant spreads into the surrounding crystal, the concentration can fall below this value. The numerical output below lists the values used here.

## Computed values

```
temperature: 900 K
thermal energy kT: 0.07756 eV
site density: 50 nm^-3
crystal solubility c_sol: 0.1 nm^-3
host crystallization free energy dg: 0.1 eV
exchange partition ratio k_e: 0.1
equal-potential ratio K_B: 0.3631
amorphous solubility: 0.2754 nm^-3
layer thickness lam: 0.25 nm
interface diffusivity D_i: 0.025 nm^2/s
diffusive speed v_D: 0.1 nm/s
exchange time lam^2/D_i: 2.5 s
mean burial time, fast: 0.25 s
mean burial time, slow: 25 s
threshold speed for k = K_B: 0.0413 nm/s
fast, slow speed: 1, 0.01 nm/s
k random burial, fast, slow: 0.9182, 0.1818
k fixed burial, fast, slow: 0.9144, 0.1000
crystal from saturated amorphous, fast, slow: 0.2529, 0.0501 nm^-3
steady crystal/far concentration at k=0.3: 0.9996
layer, unregrown rest: 80, 10 nm
initial peak, position, sigma: 1 nm^-3, 50 nm, 10 nm
amorphous diffusivity D_a: 2 nm^2/s
initial dose: 25.03 nm^-2
fast: crystal maximum 0.5985 nm^-3 at 46.5 nm from start
fast: dose in crystal 21.700 nm^-2
fast: dose above solubility 16.430 nm^-2
fast: dose if capped at solubility 5.271 nm^-2
fast: dose left in amorphous rest 3.332 nm^-2
slow: crystal maximum 0.3127 nm^-3 at 70.0 nm from start
slow: dose in crystal 8.069 nm^-2
slow: dose above solubility 2.040 nm^-2
slow: dose if capped at solubility 6.029 nm^-2
slow: dose left in amorphous rest 16.963 nm^-2
fast crystal maximum: 5.985e+20 cm^-3
fast crystal maximum / c_sol: 5.985
dopant potential change, fast: 0.07196 eV per dopant
host potential change, fast: -0.09992 eV per host atom
total change on crystallizing: -0.09786 eV per atom
stored free energy at initial peak composition: 2.188 meV per atom
precipitate radius, density: 1 nm, 0.0001 nm^-3
cell radius R: 13.37 nm
exact rate / small-precipitate rate: 1.151
activation energy, solution enthalpy: 3.5, 0.3 eV
D_c at 900 K, 1200 K: 0.0001, 7.939 nm^2/s
decay time at 900 K, 1200 K: 6.914e+06, 87.09 s
solubility at 1200 K: 0.263 nm^-3
regrowth time, fast: 70 s
peak after a further regrowth time at 900 K: 0.5985 nm^-3
peak after 600 s at 1200 K: 0.2634 nm^-3
```
